# Yang's theorem on the highest Legendre rank, derived in two ways: a program that tests the result

```python
"""Bound on the Legendre rank of an angular distribution (Yang's theorem).

Result under test: for unpolarised reactants and unobserved product spins,
  dsigma/dOmega = sum_K B_K P_K(cos theta),
  B_K = 0 for K > min(2 L, 2 J, 2 L'),
where L, J, L' are the LARGEST incoming orbital, total and outgoing orbital
angular momenta among the contributing channels.
Symbols: a, A reactant spins; b, B product spins; s, sp channel spins;
l, lp orbital angular momenta before and after; k incoming wave number;
R = -i * i**(l-lp) * (S - delta), stored under the key (J, s, l, sp, lp).
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy.special import eval_legendre, lpmv
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan, wigner_3j, wigner_6j

NODES, WEIGHTS = np.polynomial.legendre.leggauss(14)
TOP_RANK = 7


def exact(values):
    return [Rational(int(round(2 * v)), 2) for v in values]


@lru_cache(maxsize=None)
def cg(*args):
    return float(clebsch_gordan(*exact(args)))


@lru_cache(maxsize=None)
def three_j(*args):
    return float(wigner_3j(*exact(args)))


@lru_cache(maxsize=None)
def six_j(*args):
    return float(wigner_6j(*exact(args)))


def harmonic(l, m, x):
    """Spherical harmonic at azimuth zero, x = cos(theta)."""
    n = abs(m)
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - n) / factorial(l + n))
    value = norm * lpmv(n, l, x)
    return (-1)**n * value if m < 0 else value


def projections(j):
    return [-j + i for i in range(int(round(2*j)) + 1)]


def cross_section(channels, spins, k, x, starts=None):
    """Explicit sum of |amplitude|^2 over individual spin projections."""
    a, A, b, B = spins
    if starts is None:
        starts = [(p, q) for p in projections(a) for q in projections(A)]
    total = np.zeros(len(x))
    for ma, mA in starts:
        m = ma + mA
        for mb in projections(b):
            for mB in projections(B):
                mp = mb + mB
                mu = int(round(m - mp))
                f = np.zeros(len(x), dtype=complex)
                for (J, s, l, sp, lp), R in channels.items():
                    if abs(mu) > lp or abs(m) > min(J, s) or abs(mp) > sp:
                        continue
                    c = cg(a, A, s, ma, mA, m) * cg(l, s, J, 0, m, m)
                    c *= cg(b, B, sp, mb, mB, mp) * cg(lp, sp, J, mu, mp, m)
                    f += sqrt(2*l + 1) * c * R * harmonic(lp, mu, x)
                total += pi / k**2 * abs(f)**2
    return total / len(starts)


def legendre_parts(values):
    return np.array([(2*K + 1) / 2
                     * np.sum(WEIGHTS * eval_legendre(K, NODES) * values)
                     for K in range(TOP_RANK + 1)])


def direct(channels, spins, k, starts=None):
    return legendre_parts(cross_section(channels, spins, k, NODES, starts))


@lru_cache(maxsize=None)
def reduced(K, l1, J1, l2, J2, s):
    """Reduced matrix element <(l1 s)J1 || C^K || (l2 s)J2>."""
    sign = (-1)**int(round(s + J2 + K))
    root = sqrt((2*J1 + 1) * (2*J2 + 1) * (2*l1 + 1) * (2*l2 + 1))
    return (sign * root * six_j(l1, J1, s, J2, l2, K)
            * three_j(l1, K, l2, 0, 0, 0))


def formula(channels, spins, k):
    a, A = spins[:2]
    result = np.zeros(TOP_RANK + 1)
    for (J1, s1, l1, sp1, lp1), R1 in channels.items():
        for (J2, s2, l2, sp2, lp2), R2 in channels.items():
            if s1 != s2 or sp1 != sp2:
                continue
            for K in range(TOP_RANK + 1):
                result[K] += ((2*K + 1) * (R1 * np.conj(R2)).real
                              * reduced(K, l1, J1, l2, J2, s1)
                              * reduced(K, lp1, J1, lp2, J2, sp1))
    return result / (4 * k**2 * (2*a + 1) * (2*A + 1))


def highest_rank(parts):
    return max(K for K in range(len(parts)) if abs(parts[K]) > 1e-9*parts[0])


def random_channels(lmax, Jmax, lpmax, spins, rng):
    """All parity-conserving channels up to the caps, random amplitudes."""
    a, A, b, B = spins
    first = (int(round(2*(a + A))) % 2) / 2
    found = {}
    for J in np.arange(first, Jmax + 0.1).tolist():
        for s in np.arange(abs(a - A), a + A + 0.1).tolist():
            for sp in np.arange(abs(b - B), b + B + 0.1).tolist():
                for l in range(lmax + 1):
                    for lp in range(lpmax + 1):
                        if (abs(l - s) <= J <= l + s and (l + lp) % 2 == 0
                                and abs(lp - sp) <= J <= lp + sp):
                            found[(J, s, l, sp, lp)] = complex(
                                rng.normal(), rng.normal())
    return found


# Matrix elements of P_K and the delta-function identity, by quadrature
worst_element = worst_delta = 0.0
for l1, J1, l2, J2, s in [(1, 1.5, 1, 0.5, 0.5), (2, 2.5, 1, 1.5, 0.5),
                          (2, 0.5, 1, 2.5, 1.5), (3, 2, 1, 2, 1)]:
    for m in projections(min(J1, J2, s)):
        series = 0.0
        for K in range(l1 + l2 + 1):
            element = 0.0
            for ms in projections(s):
                mu = int(round(m - ms))
                if abs(mu) > min(l1, l2):
                    continue
                overlap = 2*pi*np.sum(WEIGHTS * harmonic(l1, mu, NODES)
                                      * eval_legendre(K, NODES)
                                      * harmonic(l2, mu, NODES))
                element += (cg(l1, s, J1, mu, ms, m)
                            * cg(l2, s, J2, mu, ms, m) * overlap)
            factored = ((-1)**int(round(J1 - m)) * reduced(K, l1, J1, l2, J2, s)
                        * three_j(J1, K, J2, -m, 0, m))
            worst_element = max(worst_element, abs(element - factored))
            series += (2*K + 1) * element
        closed = (sqrt((2*l1 + 1) * (2*l2 + 1))
                  * cg(l1, s, J1, 0, m, m) * cg(l2, s, J2, 0, m, m))
        worst_delta = max(worst_delta, abs(series - closed))
assert worst_element < 1e-11 and worst_delta < 1e-11
print(f"largest error, matrix elements of P_K: {worst_element:.1e}")
print(f"largest error, delta-function identity: {worst_delta:.1e}")

# Each of the three bounds made the limiting one in turn
rng = np.random.default_rng(7)
spins = (0.5, 1.0, 0.5, 1.0)
print("random reactions, spins 1/2 + 1 -> 1/2 + 1, k = 1:")
cases = {}
for name, caps in [("L limits", (1, 2.5, 3)), ("J limits", (2, 0.5, 2)),
                   ("L' limits", (3, 2.5, 1))]:
    channels = random_channels(*caps, spins, rng)
    cases[name] = channels
    L = max(key[2] for key in channels)
    J = max(key[0] for key in channels)
    Lp = max(key[4] for key in channels)
    bound = int(round(min(2*L, 2*J, 2*Lp)))
    summed = direct(channels, spins, 1.0)
    error = np.max(abs(summed - formula(channels, spins, 1.0))) / summed[0]
    assert error < 1e-11
    assert np.max(abs(summed[bound + 1:])) < 1e-11 * summed[0]
    assert highest_rank(summed) == bound
    print(f"  {name}: channels {len(channels)}, L={L}, J={J}, L'={Lp}, "
          f"bound {bound}, highest rank {highest_rank(summed)}, "
          f"formula error {error:.0e}")

# Polarisation along the beam removes the bound 2L, not 2J or 2L'
polarised = direct(cases["L limits"], spins, 1.0, starts=[(0.5, 1.0)])
assert 2 < highest_rank(polarised) <= 5
print("  L-limited case, both reactant spins fully along the beam: "
      f"highest rank {highest_rank(polarised)}")
s_wave = {(1.5, 1.5, 0, 0.5, 2): 1.0 + 0j}
s_spins = (0.5, 1.0, 0.5, 0.0)
plain = direct(s_wave, s_spins, 1.0)
aligned = direct(s_wave, s_spins, 1.0, starts=[(0.5, 1.0)])
assert highest_rank(plain) == 0
x_test = np.array([-0.7, 0.0, 0.4])
shape = cross_section(s_wave, s_spins, 1.0, x_test, starts=[(0.5, 1.0)])
assert np.allclose(shape / shape[1], 1 - x_test**2, atol=1e-12)
print("s wave in, J=3/2, d wave out, spins 1/2 + 1 -> 1/2 + 0:")
print(f"  unpolarised: highest rank {highest_rank(plain)}")
print(f"  fully polarised: B2/B0 = {aligned[2]/aligned[0]:.4f}")


def elastic(delta_degrees):
    d = np.radians(delta_degrees)
    return 2 * np.exp(1j*d) * np.sin(d)


# The smallest contributing wave does not set the bound
d0, d2 = 60.0, 20.0
sd = {(0, 0, 0, 0, 0): elastic(d0), (2, 0, 2, 0, 2): elastic(d2)}
sd_parts = direct(sd, (0, 0, 0, 0), 1.0)
assert np.allclose(sd_parts, formula(sd, (0, 0, 0, 0), 1.0), atol=1e-12)
assert highest_rank(sd_parts) == 4
print(f"spinless s + d waves, phase shifts {d0:.0f} and {d2:.0f} degrees:")
print(f"  B2/B0 = {sd_parts[2]/sd_parts[0]:.4f}, "
      f"B4/B0 = {sd_parts[4]/sd_parts[0]:.4f}")

# Worked example: spin 1/2 on a spinless target
k = 0.5
ds, dp1, dp3 = 40.0, 20.0, 70.0
half = (0.5, 0.0, 0.5, 0.0)
key_s, key_p1, key_p3 = ((0.5, 0.5, 0, 0.5, 0), (0.5, 0.5, 1, 0.5, 1),
                         (1.5, 0.5, 1, 0.5, 1))
waves = {key_s: elastic(ds), key_p1: elastic(dp1), key_p3: elastic(dp3)}
parts = formula(waves, half, k)
a_s, a_1, a_3 = (waves[key] / 2 for key in (key_s, key_p1, key_p3))
non_flip = (a_s + (2*a_3 + a_1) * NODES) / k
flip = (a_3 - a_1) * np.sqrt(1 - NODES**2) / k
elementary = legendre_parts(abs(non_flip)**2 + abs(flip)**2)
assert np.allclose(parts, elementary, atol=1e-11)
assert np.allclose(parts, direct(waves, half, k), atol=1e-11)
assert np.max(abs(parts[3:])) < 1e-12
print("worked example, spin 1/2 on spin 0:")
print(f"  k = {k} fm^-1; phase shifts s1/2 {ds:.0f}, p1/2 {dp1:.0f}, "
      f"p3/2 {dp3:.0f} degrees")
for label, amp in [("s1/2", a_s), ("p1/2", a_1), ("p3/2", a_3)]:
    print(f"  exp(i delta) sin(delta), {label}: "
          f"{amp.real:.5f} {amp.imag:+.5f} i")
for K in range(3):
    print(f"  B{K} = {parts[K]:.4f} fm^2/sr")
print(f"  |B3| = {abs(parts[3]):.1e} fm^2/sr")
for angle in (0, 90, 180):
    x = np.cos(np.radians(angle))
    value = sum(parts[K] * eval_legendre(K, x) for K in range(3))
    explicit = cross_section(waves, half, k, np.array([x]))[0]
    assert abs(value - explicit) < 1e-10
    print(f"  dsigma/dOmega at {angle} degrees = {value:.4f} fm^2/sr")
sigma = 4 * pi * parts[0]
forward = a_s + a_1 + 2*a_3
assert abs(sigma - 4*pi/k**2 * forward.imag) < 1e-10
print(f"  total cross section = {sigma:.3f} fm^2 = {10*sigma:.2f} mb")
only_p1 = direct({key_p1: waves[key_p1]}, half, k)
only_p3 = direct({key_p3: waves[key_p3]}, half, k)
assert highest_rank(only_p1) == 0
assert highest_rank(only_p3) == 2
print(f"  p1/2 alone: highest rank {highest_rank(only_p1)}")
print(f"  p3/2 alone: highest rank {highest_rank(only_p3)}, "
      f"B2/B0 = {only_p3[2]/only_p3[0]:.4f}")
print("checks complete")
```

Printed output:

```
largest error, matrix elements of P_K: 5.0e-16
largest error, delta-function identity: 3.1e-15
random reactions, spins 1/2 + 1 -> 1/2 + 1, k = 1:
  L limits: channels 18, L=1, J=2.5, L'=3, bound 2, highest rank 2, formula error 2e-15
  J limits: channels 8, L=2, J=0.5, L'=2, bound 1, highest rank 1, formula error 2e-15
  L' limits: channels 18, L=3, J=2.5, L'=1, bound 2, highest rank 2, formula error 2e-15
  L-limited case, both reactant spins fully along the beam: highest rank 4
s wave in, J=3/2, d wave out, spins 1/2 + 1 -> 1/2 + 0:
  unpolarised: highest rank 0
  fully polarised: B2/B0 = -1.0000
spinless s + d waves, phase shifts 60 and 20 degrees:
  B2/B0 = 2.3257, B4/B0 = 1.1267
worked example, spin 1/2 on spin 0:
  k = 0.5 fm^-1; phase shifts s1/2 40, p1/2 20, p3/2 70 degrees
  exp(i delta) sin(delta), s1/2: 0.49240 +0.41318 i
  exp(i delta) sin(delta), p1/2: 0.32139 +0.11698 i
  exp(i delta) sin(delta), p3/2: 0.32139 +0.88302 i
  B0 = 9.1848 fm^2/sr
  B1 = 10.0223 fm^2/sr
  B2 = 10.3696 fm^2/sr
  |B3| = 0.0e+00 fm^2/sr
  dsigma/dOmega at 0 degrees = 29.5767 fm^2/sr
  dsigma/dOmega at 90 degrees = 4.0000 fm^2/sr
  dsigma/dOmega at 180 degrees = 9.5321 fm^2/sr
  total cross section = 115.420 fm^2 = 1154.20 mb
  p1/2 alone: highest rank 0
  p3/2 alone: highest rank 2, B2/B0 = 1.0000
checks complete
```
